\section*{Coulombic excitation coupling of stacked polyenes beyond the point dipole, part 3}

Two identical hexatriene molecules, planar ($xy$) and $C_{2h}$, are stacked with displacement $R\hat{\mathbf z}$. Their transition densities $\rho$ couple, in Hartree atomic units, by
\begin{equation}
V=\iint \frac{\rho_D(\mathbf r)\,\rho_A(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\label{eq:V}
\end{equation}
With the CIS transition density matrix $D$, the analytic reference is
\begin{equation}
V=\sum_{\mu\nu\in D}\sum_{\lambda\sigma\in A}D_{\mu\nu}(\mu\nu|\lambda\sigma)D_{\lambda\sigma},
\label{eq:ref}
\end{equation}
Retardation is of relative order $(kR)^2$, $k=\omega/c$.

Let $\boldsymbol\mu=\int\mathbf r\rho$, $\mathbf T=\int\mathbf t(x^2+y^2)\rho$, $\mathbf Z=\int\mathbf tz^2\rho$, $\mathbf t$ being in-plane. Then
\begin{equation}
V=\frac{\mu^2}{R^3}\left[1-\frac{3\ell^2}{R^2}+O(R^{-4})\right],\qquad
\ell^2=\frac{\boldsymbol\mu\cdot(\mathbf T-4\mathbf Z)}{\mu^2}.
\label{eq:main}
\end{equation}
With $V_{dd}=\mu^2/R^3$, $\epsilon=V_{dd}/V-1\to3\ell^2/R^2=\kappa(L/R)^2$; $\epsilon=10\,\%$ at $R_{10}$. Collapsing $p_z^2$ clouds of variance $\sigma_z^2$ onto nuclei raises $\ell^2$ by $\tfrac83\sigma_z^2$.

The extended dipole has charges $l=2\ell$ apart; with $y=l^2/R^2$, $\eta=\sqrt{1+y}$,
\begin{equation}
\frac{V_{ed}}{V_{dd}}=\frac2y\,\frac{\eta-1}{\eta}=\frac{2}{\eta(\eta+1)},\qquad
\frac{V_{dd}}{V_{ed}}=\frac{1+y+\sqrt{1+y}}2=1+\frac{3y}4-\frac{y^2}{16}+\dots
\label{eq:ed}
\end{equation}
The small second coefficient makes $\epsilon\approx3\ell^2/R^2$ far better than the truncated $V$.

The free-electron model excites level $n$ to $n+1$ in a box $L_b$; with $\xi=x/L_b+\tfrac12$, $m=2n+1$,
\begin{equation}
\lambda=\frac2{L_b}\sin n\pi\xi\,\sin(n+1)\pi\xi=\frac1{L_b}\left[\cos\pi\xi-\cos m\pi\xi\right].
\label{eq:fe}
\end{equation}
Its $\kappa_b=3\ell^2/L_b^2\to0.4262$ as $n\to\infty$; $R_{10}=1.957L_b$ for $n=3$.

The cube samples $\rho$ at spacing $h$, giving coupling $V_h$ and dipole error $\delta\mu$, by direct sum or zero-padded FFT; a coincident cell uses $\langle1/r\rangle=2.4180/h$. For a normalized Gaussian (exponent $\alpha$, centre $X$) and grid offset $x_0$, the sum $S$ obeys
\begin{equation}
S-1\simeq2\,e^{-\pi^2/\alpha h^2}\cos\frac{2\pi(x_0-X)}h .
\label{eq:alias}
\end{equation}
\begin{equation}
\frac{V_h-V}{V}\simeq\frac{2\,\delta\mu}{\mu},
\label{eq:dmu}
\end{equation}
TrESP fits nuclear charges $q_I$ to the potential of $\rho$ on shells at $\gamma$ times atomic radii. With residual potential $\delta\varphi$, coupling $V_q$ and the charges' own $\ell_q^2$,
\begin{equation}
V-V_q=\int\rho_A\,\delta\varphi_D\,d^3r+\sum_Iq_I^D\,\delta\varphi_A(\mathbf R_I).
\label{eq:qerr}
\end{equation}
\begin{equation}
\frac{V_q-V}{V}\to-\frac{3(\ell_q^2-\ell^2)}{R^2}.
\label{eq:qasym}
\end{equation}

\subsection{Density and moments}

The chosen geometry is planar all-trans with C=C $1.34$, C--C $1.46$, C--H $1.09$ \AA{} and all angles $120^\circ$; $x$ makes $30^\circ$ with every carbon--carbon bond. The state is the CIS/STO-3G singlet of largest HOMO--LUMO weight, $0.946$, at $\omega=0.27004\,E_h=7.348$ eV. The minimal basis puts it too high, the measured band lying at roughly 5 eV; the calculation serves as a well-defined density on which the methods can be compared exactly. The values of $\ell^2$, $\kappa$ and $R_{10}$ below belong to this density and change with the basis set. In 6-31G the same state has $\omega=5.90$ eV, $|\boldsymbol\mu|=3.49$ $e\,$bohr, $\ell^2=30.5$ bohr$^2$, $\kappa=0.70$ and $2\ell/L=0.97$; $\boldsymbol\mu\cdot\mathbf Z/\mu^2$ doubles to $3.0$ bohr$^2$, and the asymptotic estimate of $R_{10}$ moves from $30.9$ to $30.2$ bohr. Here $c/\omega=507.5$ bohr, so at the largest tabulated separation $(kR)^2=(50/507.5)^2\approx0.01$.

Analytic moment integrals give $\boldsymbol\mu=(3.2410,\,0.8243)$, $|\boldsymbol\mu|=3.3442$ $e\,$bohr $=8.500$ D, $\mu^2=11.1836$, $\boldsymbol\mu\cdot\mathbf T=425.265$ and $\boldsymbol\mu\cdot\mathbf Z=17.369$ in atomic units; the charge, $\mu_z$ and the second moments vanish numerically, as assumed. With $L=11.405$ bohr ($6.035$ \AA), the distance between the terminal carbons,
\begin{align}
\ell^2&=\frac{425.265-4\times17.369}{11.1836}=\frac{355.789}{11.1836}=31.814\ \text{bohr}^2,\\
\kappa&=\frac{3\times31.814}{11.405^2}=\frac{95.44}{130.07}=0.7337 .
\end{align}
The matched extended dipole has $l=2\ell=11.281$ bohr, within about one percent of $L$. This closeness is particular to hexatriene in this basis: the last table below gives $2\ell/L=1.036$ for four carbons and $0.943$ for eight.

Equation~\eqref{eq:main} was tested against Eq.~\eqref{eq:ref}, which uses no multipoles. The function $f(R)=(1-V/V_{dd})R^2/3$ behaves as $\ell^2-\beta/R^2+O(R^{-4})$ with some constant $\beta$, so $4f(2R)-f(R)=3\ell^2+O(R^{-4})$. From $f(80)=31.275$ and $f(160)=31.677$,
\begin{equation}
\frac{4\times31.677-31.275}{3}=31.811\ \text{bohr}^2,
\end{equation}
against $31.814$ from the moments. Omitting $\mathbf Z$ would give $425.265/11.1836=38.03$, which this test excludes.

\subsection{Cubes}

The box is $24\times15\times10$ bohr$^3$, sampled symmetrically with an even number of points on each axis, so that no point lies in the molecular plane. It holds $48\times30\times20=28800$ points at $h=0.5$ and $96\times60\times40=230400$ at $h=0.25$ bohr. For the latter the direct sum has $5.3\times10^{10}$ terms, and the padded array $191\times119\times79\approx1.8\times10^6$. On a very coarse grid with $h=1$ bohr both forms were evaluated at $R=7$ bohr and both gave $3713.808$ cm$^{-1}$. This confirms the reordering and says nothing about accuracy: the analytic value is $2708.91$, so that grid is $37\,\%$ too high.

The sampled dipoles are $3.3567$ and $3.3455$ $e\,$bohr. Equation~\eqref{eq:dmu} predicts $2(3.3567/3.3442-1)=0.75\,\%$ and $2(3.3455/3.3442-1)=0.08\,\%$. The observed errors from $R=7$ to $50$ bohr are $+0.73$ to $+0.75\,\%$ and $+0.06$ to $+0.08\,\%$. Halving $h$ reduced the error by a factor of about ten. By Eq.~\eqref{eq:alias} this factor depends on the exponents and on where the nuclei fall between grid points, so it belongs to these two grids and is not an order of convergence. Rescaling the coarser cube at $R=7$ gives $2728.70\times(3.3442/3.3567)^2=2708.4$ cm$^{-1}$, within $0.02\,\%$ of the reference. The coincident-cell term at $R=7$, $h=0.25$ is $1.32\times10^{-2}$ cm$^{-1}$, five parts in a million of $V$, so its approximate treatment is harmless. The potential at $(6,2,8)$ bohr is $0.016229$ from the fine cube and $0.016224$ from the integrals, a difference of $0.03\,\%$, about one dipole error as fits a quantity linear in $\rho$.

\subsection{Fitted charges}

The shells have $\gamma=1.4,1.6,1.8,2.0$ with chosen radii $1.70$ \AA{} for C and $1.20$ \AA{} for H, and a set of directions closed under $C_{2h}$; $1120$ points survive. The relative root-mean-square residual is $0.0140$. From the end at negative $x$, the carbon charges are $-0.3064$, $+0.1846$, $-0.3519$, continued with opposite signs by inversion. The hydrogens on C1, C2, C3 and the second one on C1 carry $0.0005$, $-0.0195$, $0.0169$, $-0.0122$. The signs alternate along the chain. Equation~\eqref{eq:fe} explains this: with six carbons at $\xi=j/7$ and $m=7$, $\lambda\propto\cos(\pi j/7)-(-1)^j$, whose sign alternates with $j$. The magnitudes are fitted quantities that also absorb bond densities and the $\pi$ thickness, and are not populations.

The charges give $\ell_q^2=32.812$ bohr$^2$, too large by $0.998$. If the density were made of $p_z^2$ clouds alone, $\sigma_z^2\approx17.369/11.1836=1.55$ bohr$^2$ and plain collapse on the nuclei would cost $\tfrac83\times1.55\approx4.1$ bohr$^2$; by this rough measure the fit recovers three quarters. Mulliken charges of this density do somewhat worse than the estimate: their $\ell^2$ is too large by $5.1$ bohr$^2$, and their dipole is $3.27$ instead of $3.34$ $e\,$bohr. Equation~\eqref{eq:qasym} predicts $-3\times0.998/50^2=-0.12\,\%$ at $R=50$, and $-0.11\,\%$ is found.

\subsection{Comparison}

Couplings in cm$^{-1}$, with $R$ in bohr and the cube at $h=0.25$:
\begin{center}
\begin{tabular}{cccccc}
$R$ & analytic & cube & TrESP & extended & point\\
7 & 2708.91 & 2710.55 & 2637.99 & 2605.22 & 7156.02\\
10 & 1317.51 & 1318.40 & 1301.18 & 1298.67 & 2454.51\\
15 & 518.75 & 519.13 & 514.96 & 516.38 & 727.26\\
25 & 136.67 & 136.78 & 136.17 & 136.56 & 157.09\\
50 & 18.92 & 18.93 & 18.90 & 18.92 & 19.64
\end{tabular}
\end{center}
Errors in percent relative to the analytic value, and the factor by which the point dipole overstates $V^2$. This factor is the error of a rate only in the weak-coupling limit, which is doubtful at the shortest separations, where $V$ exceeds $10^3$ cm$^{-1}$ and is comparable with vibronic band widths:
\begin{center}
\begin{tabular}{cccccc}
$R/L$ & TrESP & extended & $\epsilon$ & $3\ell^2/R^2$ & $(V_{dd}/V)^2$\\
0.614 & $-2.62$ & $-3.83$ & 164.17 & 194.78 & 6.978\\
0.877 & $-1.24$ & $-1.43$ & 86.30 & 95.44 & 3.471\\
1.315 & $-0.73$ & $-0.46$ & 40.19 & 42.42 & 1.965\\
2.192 & $-0.36$ & $-0.08$ & 14.94 & 15.27 & 1.321\\
4.384 & $-0.11$ & $-0.01$ & 3.80 & 3.82 & 1.077
\end{tabular}
\end{center}
For the row $R=15$ bohr ($7.94$ \AA), $V_{dd}=11.1836/3375\times219474.63=727.26$ cm$^{-1}$, $\epsilon=727.26/518.75-1=40.19\,\%$, the estimate is $95.44/225=42.42\,\%$, and the rate factor is $1.4019^2=1.965$. For $R=7$ bohr ($3.70$ \AA), $y=4\times31.814/49=2.5971$, $\sqrt{1+y}=1.8966$, and Eq.~\eqref{eq:ed} gives $V_{ed}=7156.02\times2/(3.5971+1.8966)=2605.2$ cm$^{-1}$.

At $R=7$ the truncated bracket of Eq.~\eqref{eq:main} is $1-1.948<0$ and has the wrong sign, while $3\ell^2/R^2$ read as an estimate of $\epsilon$ is $195\,\%$ against $164\,\%$, for the reason found below Eq.~\eqref{eq:ed}: the next term of $\epsilon$ is $(9\ell^4-3\beta)/R^4$, and $\beta\approx(31.814-31.677)\times160^2\approx3.5\times10^3$ bohr$^4$ makes it about $-1.4\,\ell^4/R^4$, near the $-\ell^4/R^4$ of the extended dipole. The matched extended dipole, with two charges, is more accurate than the fourteen fitted charges from $R=15$ bohr outward, because it has $\ell^2$ exactly and they do not; at $7$ and $10$ bohr higher multipoles matter and the order is reversed. Its length was matched for this stacking direction only, whereas one set of fitted charges serves for any orientation. At $R=7$ the partner's nuclei lie just beyond the outermost shell, $2.0\times1.70=3.40$ \AA, and the TrESP error is $-2.62\,\%$. This is of the order of twice the fit residual, $2.8\,\%$, but the closeness is not a test of Eq.~\eqref{eq:qerr}, which needs the signed residual at the partner rather than a root mean square over all shells. At this distance exchange and charge-transfer terms may no longer be negligible, and the minimal basis describes the tails that control them poorly; the row tests the evaluation of Eq.~\eqref{eq:V} and not its completeness.

Root finding on the fine cube places $\epsilon=10\,\%$ at $R=30.53$ bohr $=16.16$ \AA, or $R/L=2.677$. The analytic error at this point is $10.09\,\%$, since the cube is high by $0.08\,\%$ and $1.1\times1.0008=1.1009$. Since $\epsilon$ falls roughly as $R^{-2}$, the analytic root lies at about $30.53\sqrt{1.009}\approx30.7$ bohr, or $R/L\approx2.69$. The asymptotic estimate $\sqrt{\kappa/0.1}=2.709$ is slightly larger than this because $3\ell^2/R^2$ overstates $\epsilon$. The rate is still too large there by about $1.1^2=1.21$.

\subsection{Dependence on the chain}

The same calculation for $N=4,6,8$ carbons gives $\omega=8.672$, $7.348$, $6.544$ eV and $|\boldsymbol\mu|=2.5526$, $3.3442$, $4.0301$ $e\,$bohr. The box length $L_b=L(N+1)/(N-1)$ extends the chain by one mean carbon spacing at each end; it is $11.454$, $15.967$, $20.529$ bohr. Lengths are in bohr.
\begin{center}
\begin{tabular}{cccccc}
$N$ & $L$ & $\ell^2$ & $\kappa$ & $\epsilon(R{=}L)$ & $3\ell^2/L_b^2$\\
4 & 6.873 & 12.664 & 0.8043 & 72.2\,\% & 0.2896\\
6 & 11.405 & 31.814 & 0.7337 & 67.5\,\% & 0.3743\\
8 & 15.967 & 56.706 & 0.6673 & 61.5\,\% & 0.4037
\end{tabular}
\end{center}
In this basis the coefficient $\kappa$ falls by a sixth from butadiene to octatetraene, so a curve of $\epsilon$ against $R/L$ for one polyene does not carry over unchanged to another. The direction of the change is not fixed at this level: in 6-31G $\kappa$ is $0.60$ for $N=4$ and $0.70$ for $N=6$, and so rises. Part of the STO-3G drift lies in the definition of $L$: in the free-electron model $\kappa=\kappa_b(N+1)^2/(N-1)^2$, which decreases toward $0.4262$. On the box length the molecular values $0.2896$, $0.3743$, $0.4037$ are to be compared with $\kappa_b=0.3533$, $0.3890$, $0.4037$ for $n=N/2$. The model is too high for the short chains: $\kappa_bL_b^2/3-\ell^2$ is $2.8$, $1.2$ and $0.0$ bohr$^2$ for $N=4,6,8$. The $\pi$ thickness, which a line lacks, lowers $\ell^2$ by a nearly fixed amount and so cannot by itself account for this falling difference. The four-digit agreement at $N=8$ is accidental, since the model also omits bond alternation and configuration mixing. For hexatriene it gives $R_{10}=1.957\times15.967=31.25$ bohr against about $30.7$ bohr for the analytic coupling.

\section*{Computed values}
\begin{verbatim}
inputs: C=C 1.34, C-C 1.46, C-H 1.09 A, angles 120 deg, CIS/STO-3G
ESP shells (1.4, 1.6, 1.8, 2.0) x radii C 1.7, H 1.2 A
1 bohr = 0.529177 A, 1 Eh = 219474.63 cm^-1 = 27.21139 eV, 1 e*bohr = 2.54175 D
C4H6 |mu|: explicit CIS 2.5526, library TDA 2.5526 e*bohr
C4H6 dimer R=15 bohr: half splitting 363.00, V 363.00 cm^-1
C6H8 omega = 0.27004 Eh = 7.348 eV, HOMO-LUMO weight 0.946
c/omega = 507.5 bohr; L(C1-C6) = 11.405 bohr = 6.035 A
mu = (3.2410, 0.8243) e*bohr, |mu| = 3.3442 = 8.500 D
mu^2 = 11.1836, mu.T = 425.265, mu.Z = 17.369 a.u.
l^2 = 31.814 bohr^2, 2l = 11.281 bohr, kappa = 0.7337
(1-V/Vdd)R^2/3: R=80 31.275, R=160 31.677, limit 31.811 bohr^2
h=1 bohr, R=7: FFT 3713.808, direct sum 3713.808 cm^-1
cube h=0.5: [48, 30, 20] pts, |mu| 3.3567 e*bohr
cube h=0.25: [96, 60, 40] pts, |mu| 3.3455 e*bohr
coincident-cell kernel 2.4180/h; its term at R=7: 1.32e-02 cm^-1
potential at (6,2,8) bohr: integrals 0.016224, cube 0.016229 a.u.
TrESP: 1120 points, relative rms 0.0140
q(C1,C2,C3) = -0.3064, 0.1846, -0.3519 e (odd under inversion)
q(H1,H2,H3,H1') = 0.0005, -0.0195, 0.0169, -0.0122 e
l^2 of the charges = 32.812 bohr^2
V in cm^-1: R/bohr R/A R/L | exact cube.5 cube.25 TrESP ext.dip point
   7  3.70 0.614 | 2708.91 2728.70 2710.55 2637.99 2605.22 7156.02
  10  5.29 0.877 | 1317.51 1327.29 1318.40 1301.18 1298.67 2454.51
  15  7.94 1.315 | 518.75 522.62 519.13 514.96 516.38 727.26
  25 13.23 2.192 | 136.67 137.69 136.78 136.17 136.56 157.09
  50 26.46 4.384 | 18.92 19.06 18.93 18.90 18.92 19.64
error in %: R | cube.5 cube.25 TrESP ext.dip point | 3l^2/R^2 | (Vdd/V)^2
   7 | +0.73 +0.06 -2.62 -3.83 +164.17 | 194.78 | 6.978
  10 | +0.74 +0.07 -1.24 -1.43 +86.30 | 95.44 | 3.471
  15 | +0.75 +0.07 -0.73 -0.46 +40.19 | 42.42 | 1.965
  25 | +0.75 +0.08 -0.36 -0.08 +14.94 | 15.27 | 1.321
  50 | +0.75 +0.08 -0.11 -0.01 +3.80 | 3.82 | 1.077
10% error (cube): R = 30.53 bohr = 16.16 A, R/L = 2.677
exact error there 10.09 %; asymptotic R/L = 2.709
N | w/eV |mu|/au L/bohr l2/bohr^2 kappa eps(R=L)% | Lb=L(N+1)/(N-1) 3l2/Lb^2
4 | 8.672 2.5526 6.873 12.664 0.8043 72.2 | 11.454 0.2896
6 | 7.348 3.3442 11.405 31.814 0.7337 67.5 | 15.967 0.3743
8 | 6.544 4.0301 15.967 56.706 0.6673 61.5 | 20.529 0.4037
free electron: n | kappa_b, limit from V | eps % at R/Lb = 0.5, 1, 2 | R10/Lb
2 | 0.3533 0.3533 | 127.8 33.9 8.7 | 1.867
3 | 0.3890 0.3890 | 139.1 37.0 9.6 | 1.957
4 | 0.4037 0.4037 | 143.5 38.3 9.9 | 1.992
10 | 0.4221 0.4221 | 148.8 39.8 10.4 | 2.036
n -> infinity: kappa_b = 0.4262
\end{verbatim}
